# Group delays in a parabolic squared-index slab: two derivations: a program that tests the result

```python
"""
Result under test: TE modes of the slab n^2(x) = n0^2 (1 - g^2 x^2) obey
    beta_m^2 = k^2 n0^2 - (2m+1) k n0 g,
and with s = (2m+1) g/(k n0) the group index c*tau_m = d(beta_m)/dk is
    n0 (1 - s/2)/sqrt(1 - s) = n0 (1 + s^2/8 + s^3/8 + ...),
so delay differences have no part of first order in g/(k n0).
Symbols: k vacuum wavenumber, n0 axial index, g profile constant,
m mode number, tau group delay per length, xi = x sqrt(k n0 g),
V scaled index deficit (xi^2 for the parabola), lam its eigenvalue.
Lengths are in micrometres unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import c, pi


def solve(potential, half_width, points):
    """Eigenpairs of -d2/dx2 + potential(x) in a sinc-function basis."""
    x = np.linspace(-half_width, half_width, points)
    h = x[1] - x[0]
    d = np.arange(points)[:, None] - np.arange(points)[None, :]
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, pi**2 / 3, 2.0 * (-1.0)**np.abs(d) / safe**2) / h**2
    v = potential(x)
    lam, vec = eigh(kinetic + np.diag(v))
    mean_v = (vec**2 * v[:, None]).sum(axis=0)
    return lam, mean_v


def numeric_beta(k, n0, g, count, half_width):
    lam, _ = solve(lambda x: (k * n0 * g * x)**2, half_width, 241)
    return np.sqrt(k**2 * n0**2 - lam[:count])


def numeric_group_index(k, n0, g, count, step, slope=0.0):
    """Central difference d(beta)/dk; g varies as k**slope."""
    half = 12 / np.sqrt(k * n0 * g)
    up, down = 1 + step, 1 - step
    b_up = numeric_beta(k * up, n0, g * up**slope, count, half)
    b_down = numeric_beta(k * down, n0, g * down**slope, count, half)
    return (b_up - b_down) / (2 * k * step)


def closed_beta(k, n0, g, m):
    return np.sqrt(k**2 * n0**2 - (2 * m + 1) * k * n0 * g)


def closed_group_index(k, n0, g, m):
    s = (2 * m + 1) * g / (k * n0)
    return n0 * (1 - s / 2) / np.sqrt(1 - s)


# --- Symbolic test: a Hermite-Gauss field satisfies the full vector equation
X, Y, Z = sp.symbols("x y z", real=True)
K, N0, G, W, S = sp.symbols("k n0 g w s", positive=True)


def curl(f):
    return (sp.diff(f[2], Y) - sp.diff(f[1], Z),
            sp.diff(f[0], Z) - sp.diff(f[2], X),
            sp.diff(f[1], X) - sp.diff(f[0], Y))


for order in (0, 1, 3):
    beta_sym = sp.sqrt(K**2 * N0**2 - (2 * order + 1) * K * N0 * G)
    xi_sym = X * sp.sqrt(K * N0 * G)
    phase = sp.exp(sp.I * beta_sym * Z)
    field = sp.hermite(order, xi_sym) * sp.exp(-K * N0 * G * X**2 / 2) * phase
    vector = (sp.Integer(0), field, sp.Integer(0))
    n_squared = N0**2 * (1 - G**2 * X**2)
    double_curl = curl(curl(vector))
    envelope = sp.exp(-K * N0 * G * X**2 / 2) * phase
    for left, comp in zip(double_curl, vector):
        residual = sp.simplify((left - K**2 * n_squared * comp) / envelope)
        assert sp.expand(residual) == 0

# --- Symbolic test: differentiate beta and expand in s
beta_w = sp.sqrt(K**2 * N0**2 - W * K * N0)
ratio = sp.simplify((sp.diff(beta_w, K) / N0).subs(W, S * K * N0))
assert sp.simplify(ratio**2 - 1 - S**2 / (4 * (1 - S))) == 0
expansion = sp.series(ratio, S, 0, 8).removeO()
coef = [sp.simplify(expansion.coeff(S, j)) for j in range(8)]
assert coef[:4] == [1, 0, sp.Rational(1, 8), sp.Rational(1, 8)]
assert all(coef[j] > 0 and coef[j + 1] <= coef[j] for j in range(2, 7))

# --- Strong guide: exact formulas where s is not small
m_strong = np.arange(9)
beta_strong = numeric_beta(1.0, 1.0, 0.05, 9, 12 / np.sqrt(0.05))
assert np.allclose(beta_strong, closed_beta(1.0, 1.0, 0.05, m_strong), rtol=1e-9)
index_strong = numeric_group_index(1.0, 1.0, 0.05, 9, 1e-4)
# tolerance set by the finite-difference step
assert np.allclose(index_strong, closed_group_index(1.0, 1.0, 0.05, m_strong),
                   rtol=1e-5)
s_strong = (2 * m_strong + 1) * 0.05
remainder = index_strong - 1 - s_strong**2 / 8
assert np.all(remainder > 0)
assert np.all(remainder < s_strong**3 / (8 * (1 - s_strong)) + 1e-7)

# --- Worked example: inputs are rough values for a graded silica core
wavelength_nm = 850.0
n0 = 1.47
half_core = 25.0
aperture = 0.20
g_slope = 0.02            # assumed d ln g / d ln omega
exponent = 2.02           # assumed fabrication error of the profile power
chromatic = 100.0         # assumed magnitude, ps/(nm km)
linewidth_nm = 0.5        # assumed source width

k = 2 * pi / (wavelength_nm * 1e-3)
g = aperture / (n0 * half_core)
eps = g / (k * n0)
v_clad = k * n0 * g * half_core**2
m_last = int(np.floor((v_clad - 1) / 2))
m = np.arange(m_last + 1)
s = (2 * m + 1) * eps
to_ps_km = 1e15 / c       # group-index difference to ps/km

beta_num = numeric_beta(k, n0, g, m_last + 1, 12 / np.sqrt(k * n0 * g))
assert np.allclose(beta_num, closed_beta(k, n0, g, m), rtol=1e-12)
index_num = numeric_group_index(k, n0, g, m_last + 1, 1e-3)
index_exact = closed_group_index(k, n0, g, m)
diff_num = index_num - index_num[0]
diff_exact = index_exact - index_exact[0]
diff_lead = n0 * eps**2 * m * (m + 1) / 2
assert np.allclose(diff_num[1:], diff_exact[1:], rtol=1e-4)
# the leading law must hold up to a relative error of order s
assert np.all(np.abs(diff_num[1:] / diff_lead[1:] - 1) < 2 * s[1:])

# --- Cause of the cancellation: averages over numerical eigenvectors
lam, mean_v = solve(lambda q: q**2, 12.0, 241)
lam, mean_v = lam[:m_last + 1], mean_v[:m_last + 1]
assert np.allclose(mean_v, lam / 2, rtol=1e-9)


def index_from_average(eigenvalue, average):
    """k <n^2>/beta for any frequency-independent index profile."""
    return n0 * (1 - eps * average) / np.sqrt(1 - eps * eigenvalue)


averaged = index_from_average(lam, mean_v)
assert np.allclose((averaged - averaged[0])[1:], diff_num[1:], rtol=1e-4)

lam4, mean4 = solve(lambda q: q**4, 8.0, 321)
assert np.allclose(mean4[:8], lam4[:8] / 3, rtol=1e-7)
small = 1e-5
linear4 = ((1 - small * mean4[:8]) / np.sqrt(1 - small * lam4[:8]) - 1) \
    / (small * lam4[:8])
assert np.allclose(linear4, (4 - 2) / (2 * (4 + 2)), rtol=2e-3)

# --- Neglected effect 1: constant-index cladding outside the core
def clad_guide(points):
    ev, av = solve(lambda q: np.minimum(q**2, v_clad), 25.0, points)
    guided = int(np.sum(ev < v_clad))
    idx = index_from_average(ev[:guided], av[:guided])
    return guided, idx - idx[0]


guided_count, diff_clad = clad_guide(801)
_, diff_coarse = clad_guide(641)
m_top = 0
for j in range(1, m_last + 1):
    if abs(diff_clad[j] - diff_exact[j]) > 0.1 * diff_exact[j]:
        break
    m_top = j
assert m_top >= 1
for j in (m_top, m_last):
    assert abs(diff_clad[j] - diff_coarse[j]) < 0.02 * abs(diff_clad[j])

# --- Neglected effect 2: g depends on frequency
index_slope = numeric_group_index(k, n0, g, m_last + 1, 1e-3, g_slope)
shift_slope = (index_slope - index_slope[0]) - diff_num
first_order = -m * g_slope * g / k
# first-order estimate, so deviations of order s are expected
assert np.allclose(shift_slope[1:], first_order[1:], rtol=0.03)

# --- Neglected effect 3: profile power differs from two
lam_p, mean_p = solve(
    lambda q: v_clad * np.abs(q / np.sqrt(v_clad))**exponent, 12.0, 481)
lam_p, mean_p = lam_p[:m_last + 1], mean_p[:m_last + 1]
assert np.allclose(mean_p, 2 * lam_p / (exponent + 2), rtol=1e-4)
index_p = index_from_average(lam_p, mean_p)
shift_p = (index_p - index_p[0]) - diff_exact

# --- Output
print(f"vacuum wavelength (rough input) = {wavelength_nm:.0f} nm")
print(f"axial index n0 (rough input) = {n0:.2f}")
print(f"core half-width (rough input) = {half_core:.0f} um")
print(f"numerical aperture (rough input) = {aperture:.2f}")
print(f"vacuum wavenumber k = {k:.5f} 1/um")
print(f"axial wavenumber k n0 = {k*n0:.5f} 1/um")
print(f"profile constant g = {g:.4e} 1/um")
print(f"distance 1/g where n^2 = 0 = {1/g:.1f} um")
print(f"small parameter g/(k n0) = {eps:.4e}")
print(f"common delay n0/c = {n0/c*1e9:.4f} us/km")
print(f"last m with turning point in core = {m_last}")
print(f"guided modes with real cladding = {guided_count}")
print(f"last m with <10% cladding error = {m_top}")
print("m, s, beta (1/um), turning point (um):")
for j in sorted({0, 1, 2, 5, m_top, m_last}):
    turn = np.sqrt((2 * j + 1) / (k * n0 * g))
    print(f"  {j:2d}  {s[j]:.4e}  {beta_num[j]:.6f}  {turn:.2f}")
print("m, delay minus mode 0 (ps/km): numeric, exact, m(m+1) law:")
for j in sorted({1, 2, 5, m_top, m_last}):
    row = [a[j] * to_ps_km for a in (diff_num, diff_exact, diff_lead)]
    print(f"  {j:2d}  {row[0]:.3f}  {row[1]:.3f}  {row[2]:.3f}")
print(f"m={m_top}: k n0/beta - 1 = {k*n0/beta_num[m_top]-1:.5e}")
print(f"m={m_top}: <n^2>/n0^2 - 1 = {-eps*mean_v[m_top]:.5e}")
print(f"m={m_top}: group index/n0 - 1 = {index_num[m_top]/n0-1:.5e}")
print(f"quartic profile, first-order coefficient = {linear4[0]:.4f}")
print("with cladding, delay minus mode 0:")
for j in sorted({m_top, min(m_top + 2, m_last), m_last}):
    print(f"  m={j}: {diff_clad[j]*to_ps_km:.2f} ps/km")
print(f"assumed d ln g/d ln omega = {g_slope:.2f}")
print(f"  its delay change, m={m_top}: {shift_slope[m_top]*to_ps_km:.1f} ps/km")
print(f"assumed profile exponent = {exponent:.2f}")
print(f"  its delay change, m={m_top}: {shift_p[m_top]*to_ps_km:.1f} ps/km")
print(f"assumed chromatic coefficient = {chromatic:.0f} ps/(nm km)")
print(f"assumed source width = {linewidth_nm:.1f} nm")
print(f"  chromatic spread = {chromatic*linewidth_nm:.0f} ps/km")
print("verified")
```

Printed output:

```
vacuum wavelength (rough input) = 850 nm
axial index n0 (rough input) = 1.47
core half-width (rough input) = 25 um
numerical aperture (rough input) = 0.20
vacuum wavenumber k = 7.39198 1/um
axial wavenumber k n0 = 10.86621 1/um
profile constant g = 5.4422e-03 1/um
distance 1/g where n^2 = 0 = 183.7 um
small parameter g/(k n0) = 5.0083e-04
common delay n0/c = 4.9034 us/km
last m with turning point in core = 17
guided modes with real cladding = 19
last m with <10% cladding error = 12
m, s, beta (1/um), turning point (um):
   0  5.0083e-04  10.863493  4.11
   1  1.5025e-03  10.858048  7.12
   2  2.5042e-03  10.852601  9.20
   5  5.5092e-03  10.836241  13.64
  12  1.2521e-02  10.797973  20.56
  17  1.7529e-02  10.770555  24.33
m, delay minus mode 0 (ps/km): numeric, exact, m(m+1) law:
   1  1.232  1.232  1.230
   2  3.699  3.699  3.690
   5  18.552  18.552  18.449
  12  97.153  97.153  95.936
  17  191.538  191.538  188.181
m=12: k n0/beta - 1 = 6.31984e-03
m=12: <n^2>/n0^2 - 1 = -6.26043e-03
m=12: group index/n0 - 1 = 1.98448e-05
quartic profile, first-order coefficient = 0.1667
with cladding, delay minus mode 0:
  m=12: 92.43 ps/km
  m=14: 59.37 ps/km
  m=17: -2459.27 ps/km
assumed d ln g/d ln omega = 0.02
  its delay change, m=12: -593.3 ps/km
assumed profile exponent = 2.02
  its delay change, m=12: 146.3 ps/km
assumed chromatic coefficient = 100 ps/(nm km)
assumed source width = 0.5 nm
  chromatic spread = 50 ps/km
verified
```
